# The low-energy critical angle for axial channelling: derivation and limits

## 1. A row that repels as $1/r^2$

Take a straight row of atoms with spacing $d$ and an ion of kinetic energy $E$ that approaches it at a small angle $\psi$. The ion moves in a plane containing the row, so it comes head-on. Suppose first that the row acts as a uniform line with the repulsive potential energy

$$U(r)=\frac{B}{r^2},$$

where $r$ is the distance from the row and $B$ a constant. This case can be solved completely.

The momentum $p$ has a component $p\sin\psi$ across the row. With ion mass $M$, the transverse kinetic energy is

$$\frac{(p\sin\psi)^2}{2M}=E\sin^2\psi\simeq E\psi^2 .$$

A uniform line exerts no force along itself, so transverse energy is conserved. The turning point satisfies

$$U(r_{\min})=E\psi^2\quad\Rightarrow\quad r_{\min}^2=\frac{B}{E\psi^2}. \tag{1}$$

For the path, use the distance $z$ along the row in place of time. With $dz\simeq v\,dt$ and $Mv^2=2E$, Newton's equation $M\ddot r=-U'(r)$ becomes

$$r''=-\frac{U'(r)}{2E}=\frac{B}{Er^3},\qquad r'^2+\frac{U(r)}{E}=\psi^2 .\tag{2}$$

Hence

$$(r^2)''=2r'^2+2rr''=2\psi^2-\frac{2B}{Er^2}+\frac{2B}{Er^2}=2\psi^2 ,$$

and, with $z=0$ at the turning point,

$$r^2=r_{\min}^2+\psi^2z^2. \tag{3}$$

The reflection takes place over a length of about $r_{\min}/\psi$ on either side of the turning point. A real row is a set of separate atoms. It can act as a line if this length covers several atoms, that is, if $r_{\min}/\psi$ is larger than $d$. The limiting case is $r_{\min}=\psi d$: the closest approach equals the sideways step between neighbouring atoms. Inserted in $U(r_{\min})=E\psi^2$, it gives

$$E\psi^2=U(\psi d). \tag{4}$$

This is a criterion, with a factor of order one left open; section 5 examines how sharp it is. For the $1/r^2$ row it reads $E\psi^2=B/(\psi^2d^2)$, so the critical angle $\psi_2$ obeys

$$\psi_2^4=\frac{B}{Ed^2}. \tag{5}$$

The fourth power has a simple origin. One factor $\psi^2$ is the transverse energy; the other comes from the potential, evaluated at a distance that itself grows with $\psi$.

Equations (1) and (5) give $r_{\min}=\psi_2^2d/\psi$, so the reflection length in units of $d$ is

$$\frac{r_{\min}}{\psi d}=\left(\frac{\psi_2}{\psi}\right)^2 .$$

As $\psi\to0$, ever more atoms share the deflection and the line picture improves. At $\psi=\psi_2$ about one spacing on each side does the work.

## 2. The constant $B$ from screened atoms

Let $Z_1$ and $Z_2$ be the atomic numbers of ion and row atom, and $K=Z_1Z_2e^2/(4\pi\varepsilon_0)$. Lindhard's atomic potential at distance $R$ is

$$V(R)=K\left[\frac1R-\frac{1}{\sqrt{R^2+C^2a^2}}\right],\qquad C^2=3,$$

with the Thomas–Fermi screening length $a=0.8853\,a_0/(Z_1^{2/3}+Z_2^{2/3})^{1/2}$, where $a_0$ is the Bohr radius. The line potential is the average $U(r)=d^{-1}\int V\,dz$ with $R^2=r^2+z^2$. For a long interval,

$$\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}=2\,\mathrm{arsinh}\frac Lr\;\to\;2\ln\frac{2L}{r}.$$

The second term gives the same with $r$ replaced by $\sqrt{r^2+C^2a^2}$. The length $L$ cancels in the difference:

$$U(r)=\frac{K}{d}\ln\left(1+\frac{C^2a^2}{r^2}\right). \tag{6}$$

Define $\psi_1=\sqrt{2K/(Ed)}$. Then $K/d=E\psi_1^2/2$ and

$$U(r)=\frac{E\psi_1^2}{2}\ln\left(1+\frac{C^2a^2}{r^2}\right).$$

For $r\gg Ca$ the logarithm may be replaced by its small argument:

$$U(r)\simeq\frac{E\psi_1^2}{2}\,\frac{C^2a^2}{r^2}. \tag{7}$$

This is the row of section 1 with $B=E\psi_1^2C^2a^2/2=KC^2a^2/d$. The second form shows that $B$ does not depend on energy. Equation (5) becomes

$$\psi_2^4=\frac{\psi_1^2C^2a^2}{2d^2}\quad\Rightarrow\quad\psi_2^2=\frac{Ca\,\psi_1}{\sqrt2\,d},$$

where the positive root is taken because $\psi_2^2>0$. Therefore

$$\boxed{\psi_2=\sqrt{\frac{Ca\,\psi_1}{\sqrt2\,d}}=\left(\frac{KC^2a^2}{Ed^3}\right)^{1/4}\propto E^{-1/4}} \tag{8}$$

The exponent belongs to the shape of the tail. If $U=A/r^m$ with constant $A$, condition (4) gives $\psi^{m+2}=A/(Ed^m)$ and $\psi\propto E^{-1/(m+2)}$. The value $1/4$ is the case $m=2$.

## 3. Boron along a silicon row

Consider boron at 5 keV along a $\langle100\rangle$ row of silicon, as in a shallow implant into a (100) wafer. The inputs are $d=0.5431$ nm, $K=5\times14\times1.44=100.8$ eV nm and $a=0.01585$ nm, so $Ca=0.02746$ nm. Then

$$\psi_1=\sqrt{\frac{2\times100.8}{5000\times0.5431}}=0.2725,$$

$$\psi_2=\sqrt{\frac{0.02746\times0.2725}{1.414\times0.5431}}=0.0987\ \text{rad}=5.7^\circ .$$

The transverse energy is $E\psi_2^2=49$ eV, about one percent of the ion energy. The closest approach is $\psi_2d=0.0536$ nm, roughly twice $Ca$. The ion turns back in the outer part of the screened atoms, which is why the tail matters. At 1 keV equation (8) gives $8.5^\circ$, at 20 keV $4.0^\circ$: a factor 20 in energy changes the angle by $20^{1/4}\simeq2.1$.

## 4. Where the tail is good enough

The argument of the logarithm at $r=\psi_2d$ is

$$x=\frac{C^2a^2}{\psi_2^2d^2}=\frac{\sqrt2\,Ca}{\psi_1d}\propto\sqrt E .$$

To see its effect, put $q=(\psi/\psi_2)^2$ and use the full potential (6) in condition (4). By the definition of $\psi_2$, $E\psi_2^2=(K/d)x$. Division by this quantity gives

$$q=\frac1x\ln\left(1+\frac xq\right)=\frac1q-\frac{x}{2q^2}+O(x^2).$$

Set $q=1-\delta$ with $\delta$ of order $x$. To first order, $1-\delta=1+\delta-x/2$, so $\delta=x/4$. Since $\psi/\psi_2=\sqrt q$,

$$\psi=\psi_2\left[1-\frac x8+O(x^2)\right]. \tag{9}$$

The correction is negative because $\ln(1+y)<y$: the full row repels less than its extrapolated tail.

For the example $x=0.26$. Equation (9) predicts a ratio of 0.967; the numerical root gives 0.969, or $5.5^\circ$. At $x=1$, reached at 73 keV, the root is $0.90\,\psi_2$. The low-energy regime ends near $\psi_1=a/d$, as the end of this section shows. There $x=\sqrt2\,C=\sqrt6$, which happens at 436 keV, and the root is $0.80\,\psi_2$. Equation (8) still gives the size of the root there, but its tail expansion is no longer justified.

The opposite limit shows what replaces (8). At high energy $\psi d$ becomes smaller than $a$, and separate atoms no longer set the first limit. The ion must instead stay outside the region $r\lesssim a$, where the row is not a smooth line because its atoms vibrate. Setting $E\psi^2=U(a)$ gives

$$\psi=\psi_1\sqrt{\tfrac12\ln(1+C^2)}=\psi_1\sqrt{\tfrac12\ln4}\simeq0.83\,\psi_1 ,$$

which falls as $E^{-1/2}$. The two requirements, $r_{\min}\gtrsim a$ and $r_{\min}\gtrsim\psi d$, become equally strict when $\psi d\sim a$, hence near $\psi_1\sim a/d$.

## 5. How sharply steering is lost

Condition (4) was an estimate. To examine it, restore the separate atoms. For $r\ll d$ each atom acts over a short part of the path, so the force can be treated as a series of kicks at $z=z_0+nd$. Such a series equals the uniform force multiplied by

$$1+2\cos\frac{2\pi(z-z_0)}{d}+\text{higher harmonics}.$$

Let $\varepsilon=Er'^2+U(r)$ be the transverse energy. The uniform part conserves it. The first harmonic changes it at the rate

$$\frac{d\varepsilon}{dz}=-2\cos\frac{2\pi(z-z_0)}{d}\,\frac{dU}{dz}.$$

Integrate by parts along the unperturbed path (3), with $U\to0$ at both ends. Because $U$ is even in $z$, only the even part of the sine survives:

$$\Delta\varepsilon=\frac{4\pi}{d}\sin\frac{2\pi z_0}{d}\int_{-\infty}^{\infty}\frac{B\cos(2\pi z/d)}{r_{\min}^2+\psi^2z^2}\,dz .$$

The integral is $\pi B/(r_{\min}\psi)$ times $e^{-2\pi r_{\min}/(\psi d)}$. With $B=E\psi^2r_{\min}^2$ and $r_{\min}\psi=\psi_2^2d$,

$$\Delta\varepsilon=4\pi^2E\psi_2^2\,\sin\frac{2\pi z_0}{d}\;e^{-2\pi(\psi_2/\psi)^2}. \tag{10}$$

The exponential explains why a rough criterion works. Well below $\psi_2$ the transverse energy is conserved almost perfectly; near $\psi_2$ the error rises steeply.

Equation (10) is first order in the harmonic. Since $\varepsilon\simeq E\psi^2$, the relative change of angle is half that of $\varepsilon$, and at $\psi_2$ it is at most $2\pi^2e^{-2\pi}\simeq4\%$. Following 400 ions with evenly spaced entry phases from atom to atom, with the $1/r^2$ force, gives these largest changes of the exit angle relative to the entry angle:

| $\psi/\psi_2$ | largest change |
|---|---|
| 0.6 | 0.00026 % |
| 0.8 | 0.32 % |
| 1.0 | 11 % |
| 1.2 | 120 % |

First-order theory thus underestimates the size, by a factor of about 3 at $\psi_2$ and still about 1.8 at $0.6\,\psi_2$, but its exponential rate is confirmed. The factor falls only slowly, to 1.7 at $0.4\,\psi_2$, so the prefactor of (10) is not accurate even at small angles. The rate found between $0.6\,\psi_2$ and $0.75\,\psi_2$, after removal of the factor $(\psi_2/\psi)^2$ in the relative change, is $1.008\times2\pi$. Changes above 100 % mark the loss of steering; their size has no further meaning in a small-angle model.

With the full potential (6) the largest change at $\psi_2$ drops to 6.5 %. To see why, continue the path to imaginary $z=i\tau$. Equation (2) becomes $(dr/d\tau)^2=U/E-\psi^2$, and $r$ falls from $r_{\min}$ to the singular point $r=0$ over the length

$$L=\int_0^{r_{\min}}\frac{dr}{\sqrt{U(r)/E-\psi^2}} .$$

If this is the nearest singularity, the exponential is $e^{-2\pi L/d}$. For the tail, $U/E=\psi^2r_{\min}^2/r^2$ and

$$L=\frac1\psi\int_0^{r_{\min}}\frac{r\,dr}{\sqrt{r_{\min}^2-r^2}}=\frac{r_{\min}}{\psi},$$

in agreement with (10). At $\psi=\psi_2$ this is $L/d=1$; the full potential gives 1.088. The softer core makes the reflection smoother. The factor $e^{-2\pi\times0.088}=0.58$ is close to the ratio $6.5/11.35=0.57$. Between $0.4\,\psi_2$ and $0.6\,\psi_2$ the ratio of full to tail changes lies a steady 17 % above $e^{-2\pi\Delta L/d}$, where $\Delta L$ is the increase of $L$, so $L$ fixes the exponential rate but not the prefactor.

The kick approximation can also be dropped. Newtonian motion of 32 ions past fixed, discrete screened atoms gives largest changes of about 0.01 % at $0.7\,\psi_2$ and 5.3 % at $\psi_2$. At $1.5\,\psi_2$ steering is lost.

A practical measure is the angle at which the largest change reaches 10 %. With the kick calculation and the full potential it is $8.5^\circ$, $5.8^\circ$ and $4.3^\circ$ at 1, 5 and 20 keV, close to $\psi_2$ in each case. Its mean energy exponent over this range is $-0.230$. Newtonian motion past discrete atoms shifts the angles to about $8.8^\circ$, $5.9^\circ$ and $4.3^\circ$ and the exponent to about $-0.237$. The root of (4) with the full potential has the local exponent $-0.265$ at 5 keV. The two measures lie on opposite sides of $-1/4$: the softer core lowers the root but also smooths the reflection. Between 5 and 50 eV, where $x$ is very small, the 10 % angle has the exponent $-0.249$. This is a formal limit, since the angles are then no longer small.

## 6. The lower energy limit

At low energy $\psi_2d$ grows until the ion is no longer close to one row. The silicon cube of edge $d$ holds eight atoms, each on its own $\langle100\rangle$ row, so one row owns the area $d^2/8$. A circle of this area has radius $r_0=d/\sqrt{8\pi}=0.108$ nm. The equality $\psi_2d=r_0$ occurs at 0.30 keV. There the isolated-row formula has no basis left, and it already weakens well above that energy.

At 5 keV the neighbours already matter somewhat. An ion entering the crystal at distance $r_0$ from a row acquires the potential energy $U(r_0)=0.24\,E\psi_2^2$ there. Its entry angle must then satisfy $E\psi_{\rm in}^2+U(r_0)\le E\psi_2^2$, so

$$\psi_{\rm in}\le\psi_2\sqrt{1-0.24}\simeq0.87\,\psi_2\simeq4.9^\circ .$$

This estimate counts the potential of one row only. With (6) summed over all rows, for an ion heading towards the row along the line from the channel centre, the limit falls to about $4.2^\circ$.

## 7. The model beside a real implant

Consider an implant into (100) silicon with the beam tilted by $7^\circ$ from the surface normal. From (8), $\psi_2=7^\circ$ at $5\,(5.655/7)^4=2.1$ keV; the full potential gives 2.0 keV. It would be wrong to conclude that a $7^\circ$ beam is channelled below 2 keV, because the tilt is an entry angle and the potential energy gained on entry must be counted as in section 6. In the tail $U(r_0)/E=\psi_2^4d^2/r_0^2$, so

$$\psi_{\rm in}^2\le\psi_2^2\left(1-\frac{\psi_2^2d^2}{r_0^2}\right)\le\frac{r_0^2}{4d^2}.$$

The last bound is reached at $\psi_2^2=r_0^2/(2d^2)$, near 1.2 keV, and gives $\psi_{\rm in}\le r_0/(2d)=0.0997$ rad $=5.7^\circ$. In this one-row estimate, an ion that enters at $r_0$ with a $7^\circ$ tilt therefore lies outside the critical angle of the $\langle100\rangle$ rows at every energy. The entry point matters: at the channel centre, $d/4$ from the nearest rows, the same bound is $1/8$ rad $=7.2^\circ$, reached near 0.5 keV. That figure carries no weight: at this energy $\psi_2d$ equals half the distance between neighbouring rows, and the centre has four equally near rows. With the potential (6) summed over all rows, an ion heading from the centre towards a row and turning at $\psi_2d$ has a largest entry angle of about $5.1^\circ$, near 1 keV. Nor is this a complete rule for choosing a tilt, since other axes and planes may also channel. Nor does $\psi_2$ alone give the channelled fraction, which depends as well on surface oxide, lattice damage and beam divergence, all left out here.

The choice of screening moves the angle moderately. With the ZBL universal potential, condition (4) gives $5.1^\circ$ at 5 keV, 10 % below $\psi_2$, and a local exponent of $-0.255$. Near this distance the ZBL row therefore behaves much like a $1/r^2$ row. The agreement is local, because the ZBL tail falls exponentially: the exponent of the root is $-0.230$ at 1 keV and $-0.278$ at 20 keV. The 10 % angle of section 5 depends on the screening even more; with the ZBL row its mean exponent between 1 and 20 keV is about $-0.18$. The law $E^{-1/4}$ thus belongs to Lindhard's $1/r^2$ tail and is only a rough guide for other screening.

Energy losses matter less. The Lindhard–Scharff formula gives an electronic stopping of 46 eV/nm, or 100 eV over a path of $4d$. That is 2 % of $E$ and changes $\psi_2$ by 0.5 %. For recoil, let the atoms deflect the ion by angles $\delta_i$ of equal sign that add up to $2\psi$. Atom $i$, of mass $M_2$, receives $E\delta_i^2M/M_2$. Since $\sum\delta_i^2\le(2\psi)^2$, the total at $\psi_2$ is at most 76 eV.

Of the effects estimated in this section, thermal vibration of the row is the largest. With a rough Debye temperature of 540 K, the rms displacement of a silicon atom at 300 K is $u=0.0076$ nm in one direction, or $0.14\,r_{\min}$ at $\psi_2$. In the tail a single kick is $dB/(Er^3)=\psi_2^4d^3/r^3$, which equals $\psi_2$ at $r=\psi_2d$. To first order, its thermal scatter is $3\times0.14\simeq0.4$ of $\psi_2$; with the full potential (6) it is 0.29 of $\psi_2$ at $r=\psi_2d$ and 0.36 at the somewhat closer turning point of that potential.

Random displacements in the plane of motion, with $\psi=\psi_2$ and $E$ held fixed, raise the rms change of exit angle from 4 % to 64 % in one sample of 400 ions. The second figure is no converged average. The kick grows as $1/r$ at very small $r$, so its mean square diverges for a Gaussian spread of positions. Other samples of the same size give 50 to 90 %. Measures that ignore the outliers are more telling: the median change at $\psi_2$ is 13 %, and about 60 % of the ions change by more than 10 %. They show that at room temperature $\psi_2$ should be read as the scale at which steering fails, and not as an angle up to which it is secure. In the same model about 20 % of the ions still change by more than 10 % at $0.7\,\psi_2$, and about 1 % at $0.5\,\psi_2$, in a single reflection. The numerical output lists most of the values used here.

## Calculated quantities

```
ion energy E: 5 keV
row spacing d: 0.5431 nm
e^2/(4 pi eps0): 1.44 eV nm
K = Z1 Z2 e^2/(4 pi eps0): 100.8 eV nm
screening length a: 0.01585 nm
C a: 0.02746 nm
psi1: 0.2725 rad
psi2: 0.0987 rad
psi2: 5.655 deg
r_min = psi2 d: 0.0536 nm
transverse energy E psi2^2: 48.7 eV
expansion parameter x: 0.2624
root with full string potential: 5.48 deg
full root / psi2: 0.9691
1 - x/8: 0.9672
energy exponent, full string, at E: -0.2651
psi2 at 1 keV: 8.456 deg
psi2 at 20 keV: 3.999 deg
energy where psi2 = 7 deg: 2.129 keV
energy where full root = 7 deg: 1.966 keV
energy where psi2 d = r0: 0.2997 keV
energy where x = 1: 72.61 keV
full root / psi2 at x = 1: 0.898
energy where psi1 = a/d: 435.6 keV
full root / psi2 at psi1 = a/d: 0.8011
largest exit-angle change, tail, psi/psi2 = 0.6: 0.0002574 %
largest exit-angle change, tail, psi/psi2 = 0.75: 0.0926 %
largest exit-angle change, tail, psi/psi2 = 0.8: 0.3248 %
largest exit-angle change, tail, psi/psi2 = 1.0: 11.35 %
largest exit-angle change, tail, psi/psi2 = 1.2: 122.6 %
largest exit-angle change, tail, psi/psi2 = 1.5: 1702 %
exponential rate / (2 pi): 1.008
largest change at psi2, full string: 6.482 %
L/d at psi2, tail: 1
L/d at psi2, full string: 1.088
largest change, Newton, psi/psi2 = 0.7: 0.008769 %
largest change, Newton, psi/psi2 = 1.0: 5.281 %
largest change, Newton, psi/psi2 = 1.5: 371.3 %
10% change angle at 1 keV: 8.535 deg
10% change angle at 5 keV: 5.834 deg
10% change angle at 20 keV: 4.282 deg
energy exponent of 10% angle, 1 to 20 keV: -0.2302
same exponent, formal low-energy limit: -0.2488
root with ZBL string: 5.077 deg
energy exponent with ZBL string: -0.2548
row-area radius r0: 0.1083 nm
U(r0) / (E psi2^2): 0.2373
temperature: 300 K
Debye temperature (rough): 540 K
rms vibration, one direction: 0.007613 nm
rms exit-angle change at psi2, static: 3.858 %
rms exit-angle change at psi2, vibrating: 64.33 %
electronic stopping: 45.91 eV/nm
electronic loss over path 4d: 99.73 eV
upper bound of recoil loss: 76.37 eV
```
